\section*{When a density evolution fixes the initial state, and when not}

\section{One density, three states}

Two noninteracting electrons move on a line in a trap. In one initial state they are found on the same side of the trap's centre with probability 0.818, in a second with probability 0.500, in a third with probability 0.182. The three states are mutually orthogonal. Yet, with a suitable potential for each, their densities agree at all later times: when the cloud has doubled its width, each gives $0.2821$ electrons per bohr at the centre.

For a single electron in unbounded space $\mathbb R^d$ whose density vanishes nowhere this cannot happen. The density and its first time derivative at one instant then fix the wavefunction up to a constant phase. This is the Maitra--Burke result, proved here with the conditions it needs. On a ring or in a periodic cell, where closed loops cannot be shrunk to a point, it fails: the Bloch states $\psi_k$ and $\psi_{-k}=\psi_k^*$, with $k$ and $-k$ inequivalent, are orthogonal stationary states with the same density, and that density can be positive everywhere.

Hartree atomic units are used. Potentials are real, multiplicative and local; there is no magnetic field. A dot or $\partial_t$ denotes a time derivative.

\section{One electron}

\paragraph{Theorem 1.} Let $\phi$ and $\tilde\phi$ be normalized one-electron states on $\mathbb R^d$, evolving in potentials $v$ and $\tilde v$ that may differ. Assume:

(a) both have finite kinetic energy, and they and their gradients change continuously in time in the mean-square sense;

(b) at $t=0$ both are continuous and locally Lipschitz, which allows the cusp at a nucleus;

(c) both have the same density $n(\mathbf r,t)$ for $0\le t<T$, and $n(\mathbf r,0)>0$ everywhere.

Then $\tilde\phi(\mathbf r,0)=e^{ic}\phi(\mathbf r,0)$ with a real constant $c$.

\paragraph{Lemma 1 (continuity).} Let $\mathbf j=\mathrm{Im}(\phi^*\nabla\phi)$. For every real, time-independent Lipschitz function $\eta$ that vanishes outside a bounded region,
\begin{equation}
\frac{d}{dt}\int \eta\,n=\int \mathbf j\cdot\nabla\eta .
\label{cont}
\end{equation}

\emph{Proof.} The Schr\"odinger equation is understood in its weak form, in which $-\frac12\nabla^2$ is integrated by parts against a test function, here $\eta\phi$. The potential contributes $2\,\mathrm{Re}(-i\int\eta v n)=0$, because $v$ is real. What remains is
\begin{align}
\frac{d}{dt}\int\eta|\phi|^2
&=2\,\mathrm{Re}\Big[-\frac i2\int\nabla(\eta\phi^*)\cdot\nabla\phi\Big]
=\mathrm{Im}\int\nabla(\eta\phi^*)\cdot\nabla\phi\nonumber\\
&=\mathrm{Im}\int\phi^*\nabla\phi\cdot\nabla\eta
+\mathrm{Im}\int\eta|\nabla\phi|^2 .
\end{align}
The second equality uses $\mathrm{Re}(-iz)=\mathrm{Im}\,z$. The last integral is real and drops out. By (a) the right side of (\ref{cont}) is continuous in time, so the relation also holds at $t=0$, with the derivative taken from the right. $\square$

\paragraph{Proof of Theorem 1.} All quantities are taken at $t=0$. Since $|\phi|=|\tilde\phi|=\sqrt n>0$, the quotient $\tilde\phi/\phi$ is a continuous function of modulus one. Every closed loop in $\mathbb R^d$ can be shrunk to a point, so its phase can be chosen continuous and single-valued:
\begin{equation}
\tilde\phi=e^{i\alpha}\phi,\qquad \alpha\ \text{real}.
\end{equation}
On a bounded region $|\phi|$ stays away from zero, so the quotient, and with it $\alpha$, is locally Lipschitz. The currents are related by
\begin{equation}
\tilde{\mathbf j}=\mathrm{Im}\big[\phi^*e^{-i\alpha}e^{i\alpha}(\nabla\phi+i\phi\nabla\alpha)\big]
=\mathbf j+n\nabla\alpha .
\label{jdiff}
\end{equation}
The densities agree for an interval of time, so the left sides of (\ref{cont}) agree for the two states. Subtraction gives
\begin{equation}
\int n\nabla\alpha\cdot\nabla\eta=0 .
\label{weak}
\end{equation}

Let $\chi_R$ be 1 for $r<R$, $2-r/R$ for $R<r<2R$, and 0 beyond, so that $|\nabla\chi_R|\le1/R$. Choose $\eta=\chi_R\arctan\alpha$. The product rule turns (\ref{weak}) into
\begin{equation}
\int\chi_R\frac{n|\nabla\alpha|^2}{1+\alpha^2}
=-\int\arctan(\alpha)\,n\nabla\alpha\cdot\nabla\chi_R .
\end{equation}
Because $|\arctan\alpha|<\pi/2$ and $n\nabla\alpha=\tilde{\mathbf j}-\mathbf j$, the right side is at most
\begin{equation}
\frac{\pi}{2R}\int\big(|\mathbf j|+|\tilde{\mathbf j}|\big).
\end{equation}
By the Cauchy--Schwarz inequality $\int|\mathbf j|\le\int|\phi||\nabla\phi|\le(\int|\nabla\phi|^2)^{1/2}$, which is finite, and likewise for $\tilde{\mathbf j}$. The bound vanishes as $R\to\infty$. The left side is not negative and grows with $R$, so it is zero for every $R$. As $n>0$, $\nabla\alpha=0$ almost everywhere, and a locally Lipschitz function with this property is constant. $\square$

The arctangent serves to keep the surface term bounded: a phase that grows without limit at large distance needs no separate assumption.

\paragraph{Corollary (potential).} If the hypotheses hold at every time in an interval and the wavefunctions are smooth enough to be differentiated, then $\tilde\phi=e^{ic(t)}\phi$ throughout. Inserting this into the equation for $\tilde\phi$ and dividing by $e^{ic}$ gives
\begin{equation}
i\partial_t\phi-\dot c\,\phi=-\tfrac12\nabla^2\phi+\tilde v\phi .
\end{equation}
Subtracting the equation for $\phi$ leaves $\tilde v-v=-\dot c(t)$. The potentials differ by a function of time alone.

\subsection{What a wrong phase does to the density}

Suppose now that two states share a density $n>0$ at $t=0$ but differ by a phase $\alpha(\mathbf r)$ that is not constant. Equations (\ref{cont}) and (\ref{jdiff}) still hold. With the same $\eta$ and $R\to\infty$, and with integrable density rates,
\begin{equation}
\int\arctan(\alpha)\,(\partial_t\tilde n-\partial_t n)
=\int\frac{n|\nabla\alpha|^2}{1+\alpha^2}>0 .
\label{rate}
\end{equation}
The densities therefore begin to separate at first order in time, whatever the two potentials are. The strict inequality needs $n>0$: if the density consists of two separate pieces and $\alpha$ changes only in the empty gap between them, the right side is zero. For a two-dimensional packet with $\alpha=0.7x+0.3y^2$, and with different potentials for the two states, the left side computed from propagated densities is 0.518164 hartree. The right side gives the same six digits.

In one dimension the phase can be written down. The current vanishes at $-\infty$, so $\partial_tn+\partial_xj=0$ integrates to
\begin{equation}
j(x)=-\int_{-\infty}^x\partial_tn\,dx',\qquad
S'(x)=\frac{j(x)}{n(x)},\qquad \phi=\sqrt n\,e^{iS}.
\label{recipe}
\end{equation}
Here $S'=j/n$ follows from $j=\mathrm{Im}(\phi^*\phi')=nS'$. As a trial, a packet with amplitude proportional to $e^{-x^2/2}(1+\frac12\tanh x)$ was given the phase $0.8\sin x+0.3x$. At $x=1$ bohr this is $0.97318$ rad; (\ref{recipe}), fed with density data alone and with the free constant fixed by $S(0)=0$, returns $0.97318$ rad. The largest error for $|x|\le2$ bohr is $2.7\times10^{-6}$ rad.

\subsection{Why the density must not vanish}

Without the positivity required in (c) the statement is false. Take in the plane
\begin{equation}
\phi_\pm=\pi^{-1/2}(x\pm iy)e^{-r^2/2}=\pi^{-1/2}re^{-r^2/2}e^{\pm i\theta}.
\end{equation}
In a radial potential $v(r,t)$ write $\phi_\pm=f_\pm(r,t)e^{\pm i\theta}$. The angular derivative gives $\partial_\theta^2e^{\pm i\theta}=-e^{\pm i\theta}$ for both signs, so both radial functions obey
\begin{equation}
i\partial_tf=-\frac12\Big(\partial_r^2f+\frac1r\partial_rf-\frac{f}{r^2}\Big)+vf
\end{equation}
with the same initial value. Hence $f_+=f_-$ and both densities equal $|f|^2$ for all time, although the states are orthogonal.

Their relative phase is $2\theta$, which grows by $4\pi$ around the node at the origin. No single-valued $\alpha$ exists, and the proof stops at its first step. The currents differ by $2(n/r)\hat{\boldsymbol\theta}$, a circulation that moves no density because $n$ does not depend on $\theta$.

Propagation for 2 atomic time units in $r^2/8+0.3e^{-r^2}$ gives $\int|n_+-n_-|=6.5\times10^{-14}$. In a periodic box of half the side and equal grid spacing the value is $1.2\times10^{-5}$; since it falls by eight orders of magnitude when the side is doubled, this larger value is an effect of the box. In the anisotropic potential $x^2/8+y^2/2$ the integral reaches 0.86 (a sum on a grid of spacing 0.25 bohr, which resolves the kinks of the absolute value poorly, gives 0.85), out of a possible 2: the two states do not share their density evolution in every potential.

\section{Two fermions}

For two electrons the first step of the proof fails even when the density is positive. The wavefunction depends on two positions, and equal densities do not make two such functions differ by a phase.

\subsection{The states}

Let $\varphi_0(s)=\pi^{-1/4}e^{-s^2/2}$ and $\varphi_1(s)=\sqrt2\,s\,\varphi_0(s)$ be the two lowest orbitals of the oscillator $s^2/2$, with energies $\frac12$ and $\frac32$. Define
\begin{equation}
n_0=\varphi_0^2+\varphi_1^2=\pi^{-1/2}e^{-s^2}(1+2s^2),\qquad
\chi=\sqrt{n_0/2},
\end{equation}
and the spatial wavefunctions
\begin{align}
\Psi_{A}&=\tfrac1{\sqrt2}[\varphi_0(x_1)\varphi_1(x_2)+\varphi_1(x_1)\varphi_0(x_2)],\\
\Psi_B&=\chi(x_1)\chi(x_2),\\
\Psi_{C}&=\tfrac1{\sqrt2}[\varphi_0(x_1)\varphi_1(x_2)-\varphi_1(x_1)\varphi_0(x_2)].
\end{align}
$A$ and $B$ are symmetric and belong to the spin singlet; $C$ is antisymmetric and belongs to the triplet. Each total state is thus antisymmetric. $C$ is orthogonal to $A$ and $B$ by exchange symmetry, and the overlap of $A$ and $B$ is $\sqrt2\int\varphi_0\chi\int\varphi_1\chi=0$, because $\chi$ is even and $\varphi_1$ odd.

The density is $n(x)=2\int|\Psi(x,x_2)|^2dx_2$. For $A$ and $C$ it is $\varphi_0^2+\varphi_1^2\pm2\varphi_0\varphi_1\int\varphi_0\varphi_1$, and the last integral vanishes by orthogonality. For $B$ it is $2\chi^2$. All three equal $n_0$.

\paragraph{Theorem 2.} Let $0<\omega$ and
\begin{equation}
b^2(t)=\cos^2\omega t+\omega^{-2}\sin^2\omega t,\qquad
g(s)=\frac1{1+2s^2}+\frac1{(1+2s^2)^2}.
\end{equation}
Let $A$ and $C$ evolve for $t\ge0$ in $v_A=\frac12\omega^2x^2$, and $B$ in $v_B=\frac12\omega^2x^2+b^{-2}g(x/b)$, without interaction. Then all three have the density $n(x,t)=n_0(x/b)/b$.

\paragraph{Lemma 2 (static potential of $B$).} $\chi$ is an eigenfunction in $\frac12s^2+g(s)$ with energy $\frac32$.

\emph{Proof.} The orbital equation $-\frac12\chi''+v_0\chi=\varepsilon\chi$ gives $v_0-\varepsilon=\chi''/(2\chi)$, and $\chi''/\chi=(\ln\chi)''+[(\ln\chi)']^2$. With $q=1+2s^2$, $\ln\chi=\text{const}-\frac12s^2+\frac12\ln q$. Using $2s^2=q-1$,
\begin{align}
(\ln\chi)'&=-s+\frac{2s}{q},\\
(\ln\chi)''&=-1+\frac2q-\frac{8s^2}{q^2}=-1-\frac2q+\frac4{q^2},\\
[(\ln\chi)']^2&=s^2-\frac{4s^2}{q}+\frac{4s^2}{q^2}
=s^2-2+\frac4q-\frac2{q^2}.
\end{align}
The sum is $s^2-3+2/q+2/q^2$. Half of it is $\frac12s^2+g-\frac32$. $\square$

The added bump has height $g(0)=2$ hartree and falls to $g(1)=\frac13+\frac19=0.444$ hartree. Diagonalization in $\frac12s^2+g$ gives a lowest orbital energy of 1.500000 hartree.

\paragraph{Lemma 3 (scaling).} Let $-\frac12u''+v_0u=\varepsilon u$, $s=x/b(t)$ and $\dot\tau=b^{-2}$. Then
\begin{equation}
\psi=b^{-1/2}u(s)e^{i\Theta},\qquad \Theta=\frac{\dot b x^2}{2b}-\varepsilon\tau,
\label{scaled}
\end{equation}
solves the Schr\"odinger equation in $v=b^{-2}v_0(x/b)-\ddot b\,x^2/(2b)$.

\emph{Proof.} Leaving out the common factor $b^{-1/2}e^{i\Theta}$, the derivatives are
\begin{align}
i\partial_t\psi&\to-\frac{i\dot b}{2b}u-\frac{i\dot b}{b}su'
-\Big(\frac{\ddot b}{2b}-\frac{\dot b^2}{2b^2}\Big)x^2u+\frac{\varepsilon}{b^2}u,\\
\tfrac12\partial_x^2\psi&\to\frac{u''}{2b^2}+\frac{i\dot b}{b}su'
+\frac{i\dot b}{2b}u-\frac{\dot b^2x^2}{2b^2}u .
\end{align}
In the sum the imaginary terms and the terms in $\dot b^2$ cancel. There remains $b^{-2}(\varepsilon u+\frac12u'')-\ddot bx^2u/(2b)$. The orbital equation replaces the bracket by $v_0u$, so the sum is $vu$. $\square$

\paragraph{Proof of Theorem 2.} First, $b$ satisfies
\begin{equation}
\ddot b+\omega^2b=b^{-3},\qquad b(0)=1,\quad\dot b(0)=0 .
\label{erm}
\end{equation}
To see this put $Q=b^2=p+r\cos2\omega t$ with $p=\frac12(1+\omega^{-2})$ and $r=\frac12(1-\omega^{-2})$. From $\dot Q=2b\dot b$ and $\ddot Q=2\dot b^2+2b\ddot b$ follows $b^3\ddot b=\frac12Q\ddot Q-\frac14\dot Q^2$. With $\kappa=\cos2\omega t$,
\begin{align}
b^3\ddot b+\omega^2b^4
&=\omega^2\big[-2pr\kappa-2r^2\kappa^2-r^2(1-\kappa^2)+(p+r\kappa)^2\big]\nonumber\\
&=\omega^2(p^2-r^2)=\omega^2(p+r)(p-r)=1 .
\end{align}

Now apply Lemma 3 with $v_0=\frac12s^2+G$, where $G=0$ for the orbitals of $A$ and $C$, and $G=g$ for that of $B$. By (\ref{erm}),
\begin{equation}
v=\frac{x^2}2\Big(\frac1{b^4}-\frac{\ddot b}b\Big)+\frac{G(x/b)}{b^2}
=\frac{\omega^2x^2}2+\frac{G(x/b)}{b^2},
\end{equation}
which are the stated potentials. In each two-electron state every term acquires the same factor $e^{-iE\tau}$, with $E$ the sum of the two orbital energies. Hence, up to that phase,
\begin{equation}
\Psi(x_1,x_2,t)=\frac1b\Psi\Big(\frac{x_1}b,\frac{x_2}b,0\Big)
e^{i\dot b(x_1^2+x_2^2)/(2b)},
\end{equation}
and the density is $n_0(x/b)/b$ for all three. $\square$

\subsection{Numbers for a loosened trap}

Let the trap frequency drop from 1 to $\omega=\frac12$ at $t=0$. At $t=\pi$ one has $\omega t=\pi/2$ and $b^2=0+4$, so $b=2$. The central density falls from $\pi^{-1/2}=0.5642$ to $0.2821$ per bohr, and the bump in $v_B$ from 2 to $2/4=0.5$ hartree.

The full two-electron wavefunctions were propagated numerically, and the tests compare them with the formulas at four times. The integrated density error was at most $6.7\times10^{-6}$ electrons, out of two. As a control, $B$ was also propagated in $v_A$. At $t=\pi$ its density then deviates by $\int|\Delta n|\approx1.5$, where 4 would mean no overlap at all. State $B$ needs its bump.

\subsection{What the density leaves open}

Let $\sigma=\int_0^\infty\varphi_0\varphi_1\,ds=\sqrt{2/\pi}\int_0^\infty se^{-s^2}ds=1/\sqrt{2\pi}$. Each orbital has weight $\frac12$ on either side. For $A$ (upper sign) and $C$ (lower sign) the probability that both electrons are on the right is
\begin{equation}
\tfrac12\big(\tfrac14+\tfrac14\pm2\sigma^2\big)=\tfrac14\pm\sigma^2 .
\end{equation}
The left side gives the same, since there $\sigma$ changes sign. The total is $\frac12\pm2\sigma^2=\frac12\pm1/\pi$, that is 0.818 and 0.182. For the product state $B$ it is $\frac12$. Scaling by $b>0$ leaves the sign of each coordinate unchanged, so these probabilities persist in time.

The current does not help either. In one dimension (\ref{recipe}) gives $j$ from $\partial_tn$ for any number of electrons, so the three states share it. $A$ and $C$ share even the potential: density and potential together do not fix the initial state.

\section{How the initial state enters the potential}

The difference between $v_A$ and $v_B$ can be traced to a pressure. For one orbital, the Schr\"odinger equation gives
\begin{align}
\partial_tj&=\mathrm{Im}(\partial_t\psi^*\,\psi'+\psi^*\partial_t\psi')\nonumber\\
&=-|\psi|^2v'+\tfrac12\mathrm{Re}(\psi^*\psi'''-\psi^{*\prime\prime}\psi').
\end{align}
The last bracket is $\partial_x(\psi^*\psi''-|\psi'|^2)$, and $\mathrm{Re}(\psi^*\psi'')=\frac12(|\psi|^2)''-|\psi'|^2$. For $A$ and $C$ the cross terms between the two orbitals carry the factor $\int\psi_0^*\psi_1=0$, as in the density. Summing over the occupied orbitals,
\begin{equation}
\partial_tj=-n\,v'-\partial_x\Pi,\qquad
\Pi=\sum_k|\psi_k'|^2-\tfrac14n'' .
\label{force}
\end{equation}
The target density prescribes $n$ and $\partial_tj$; the state supplies $\Pi$. Where $n>0$, this fixes $v'$ at that instant.

At $t=0$ write $\varphi_0=\sqrt{n_0}\cos\vartheta$ and $\varphi_1=\sqrt{n_0}\sin\vartheta$, with $\tan\vartheta=\sqrt2\,s$ and $\vartheta'=\sqrt2/q$. Then $\varphi_0'^2+\varphi_1'^2=(\sqrt{n_0}\,')^2+n_0\vartheta'^2$, while $2\chi'^2=(\sqrt{n_0}\,')^2$. So $\Pi_A-\Pi_B=n_0\vartheta'^2$, and (\ref{force}) requires
\begin{equation}
v_B'-v_A'=\frac{(n_0\vartheta'^2)'}{n_0}
=\frac{(2e^{-s^2}/q)'}{e^{-s^2}q}
=-\frac{4s}{q^2}-\frac{8s}{q^3}=g'(s).
\end{equation}
The bump replaces the pressure that $B$ lacks. Half the integral of $n_0\vartheta'^2$ is also the difference in kinetic energy: 1.000 hartree for $A$ against 0.344 for $B$.

This is the place of the initial state in van Leeuwen's construction, which seeks a potential that reproduces a given density from a chosen initial state. That state must have the right $n$ and $\partial_tn$ at the start. For one electron on $\mathbb R^d$ with a positive density, Theorem 1 leaves a single choice. For two electrons, $A$, $B$ and $C$ all qualify.

Suppose an interacting system has the density $n_0(x/b)/b$, and take $A$ or $B$ as the Kohn--Sham initial state. $B$ is a single Slater determinant; $A$, an open-shell singlet, is a combination of two, with four spin orbitals of occupation $\frac12$. The external potential is given and the Hartree potential depends on $n$ alone. With $v_A$ and $v_B$ as the Kohn--Sham potentials, the whole difference $b^{-2}g(x/b)$, up to a function of time, then lies in the exchange-correlation potential. A functional of the density alone, without the initial state, cannot supply both.

\section*{Table of computed values}
\begin{verbatim}
One electron, 1D: phase recovered from density data
x=-2.0 bohr: true -1.32744 rad, recovered -1.32744 rad
x=-1.0 bohr: true -0.97318 rad, recovered -0.97318 rad
x= 1.0 bohr: true 0.97318 rad, recovered 0.97318 rad
x= 2.0 bohr: true 1.32744 rad, recovered 1.32744 rad
largest phase error for |x|<=2 bohr: 2.7e-06 rad
1 - |overlap| of recovered and true state: 1.4e-11
One electron, 2D: weighted change of dn/dt for a changed phase
from propagated densities: 0.518164 hartree
from the phase gradient:   0.518164 hartree
Vortex states x+iy and x-iy, after 2 atomic time units
|overlap| of the initial states: 1.4e-17
integral |n+ - n-|, radial potential: 6.5e-14 (box 32 bohr), 1.2e-05 (box 16 bohr)
integral |n+ - n-|, anisotropic potential: 0.8466
Two fermions: static potential of B, x^2/2 + g(x)
g(0) = 2.0000 hartree, g(1 bohr) = 0.4444 hartree
lowest orbital energy: 1.500000 hartree
largest density error against A: 5.1e-13 1/bohr
state A: same-side probability 0.818310
state B: same-side probability 0.500000
state C: same-side probability 0.181690
largest |overlap| among A, B, C at t=0: 5.6e-17
kinetic energy at t=0: A 1.00000, B 0.34432 hartree
Trap frequency after t=0: 0.5 hartree (before: 1)
t=0.7854 a.u., b=1.19972, b^-2 g(0)=1.3895 Ha
  n(0,t) for A, B, C: 0.47027, 0.47027, 0.47027 1/bohr
  largest integral |n - n0(x/b)/b|: 6.7e-06; B in trap of A: 0.7498
t=1.5708 a.u., b=1.58114, b^-2 g(0)=0.8000 Ha
  n(0,t) for A, B, C: 0.35682, 0.35683, 0.35682 1/bohr
  largest integral |n - n0(x/b)/b|: 1.8e-06; B in trap of A: 1.2662
t=2.3562 a.u., b=1.88697, b^-2 g(0)=0.5617 Ha
  n(0,t) for A, B, C: 0.29899, 0.29899, 0.29899 1/bohr
  largest integral |n - n0(x/b)/b|: 2.4e-06; B in trap of A: 1.4382
t=3.1416 a.u., b=2.00000, b^-2 g(0)=0.5000 Ha
  n(0,t) for A, B, C: 0.28209, 0.28209, 0.28209 1/bohr
  largest integral |n - n0(x/b)/b|: 1.4e-06; B in trap of A: 1.4889
\end{verbatim}
